# Why Dividing Out the Return Flow Straightens a Schottky Diode Plot

Plot the logarithm of the current of a metal-semiconductor diode against voltage, and the low-bias end is not a straight line. The current vanishes at zero bias, so its logarithm plunges there, and the curve is nearly straight only after several $kT$ of forward bias. At larger forward bias series resistance bends it again. The barrier and the ideality factor are then read from the piece in between, which is short when the barrier is low or the resistance large, and where that piece begins affects the answer. In the diode worked out below, the local slope at a forward bias of $3kT$, or 0.078 V, is $1.002/kT$. The slope that describes its barrier is $0.950/kT$.

The plunge comes from electrons returning from the metal. Their share of the current can be divided out without knowing the barrier, and what remains is a single exponential if the barrier varies linearly with voltage.

## The model

Consider an $n$-type semiconductor whose electrons reach the metal over a barrier. The algebra uses atomic units, and $kT$ is the thermal energy. The symbol $V$ is the junction voltage times the elementary charge, hence an energy, positive in forward bias. Energies are measured from the metal Fermi level. The semiconductor Fermi level then lies at $V$, and it is assumed to stay flat up to the barrier top, an assumption relaxed later.

The barrier top lies at

$$\phi(V)=\phi_0+\beta V .$$

This is a first-order expansion about zero bias. For the current it suffices when the neglected terms of $\phi$ are small compared with $kT$ over the range plotted. Reading $\beta$ from the slope also requires their contribution to $d\phi/dV$ to be small compared with $\beta$. A positive $\beta$ means that forward bias raises the barrier seen from the metal. Seen from the semiconductor, the barrier is

$$\phi(V)-V=\phi_0-(1-\beta)V ,$$

so a fraction $1-\beta$ of the bias lowers it.

## Two flows over one barrier

Count the current density $J$ as positive when electrons pass from semiconductor to metal. An electron above the barrier top has energy

$$E=\phi+\frac{k_z^2+k_\perp^2}{2m},$$

where $m$ is the effective mass and $z$ is the direction of crossing. With two spin states, velocity $k_z/m$ and Fermi occupations $f_s$ and $f_m$ of the semiconductor and the metal,

$$J=\frac{2}{(2\pi)^3}\int_0^\infty 2\pi k_\perp\,dk_\perp\int_0^\infty dk_z\,\frac{k_z}{m}\,(f_s-f_m).$$

The barrier top lies many $kT$ above both Fermi levels, so $f_s\approx e^{-(E-V)/kT}$ and $f_m\approx e^{-E/kT}$. The two integrals are then

$$\int_0^\infty \frac{k_z}{m}e^{-k_z^2/2mkT}dk_z=kT,\qquad \int_0^\infty k_\perp e^{-k_\perp^2/2mkT}dk_\perp=mkT .$$

The constants combine to $2\cdot 2\pi/(8\pi^3)=1/(2\pi^2)$, which gives

$$J=A\,e^{-(\phi-V)/kT}-A\,e^{-\phi/kT},\qquad A=\frac{m(kT)^2}{2\pi^2}.$$

The first term is the flow out of the semiconductor and the second is the return flow from the metal. Both contain $\phi(V)$, because both cross the same top. Raising the top reduces both by the same factor, and their ratio keeps no memory of it:

$$\frac{\text{return flow}}{\text{outgoing flow}}=\frac{A e^{-\phi/kT}}{A e^{-(\phi-V)/kT}}=e^{-V/kT}.$$

Taking out the first term as a factor,

$$J=A\,e^{-(\phi-V)/kT}\left(1-e^{-V/kT}\right).$$

In forward bias the bracket is the fraction of the outgoing flow that survives as net current. Dividing by it restores the outgoing flow:

$$Y(V)\equiv\frac{J}{1-e^{-V/kT}}=A\,e^{-(\phi(V)-V)/kT}.$$

In reverse bias both $J$ and the bracket are negative, so $Y$ is positive and has a logarithm on either side of zero. Inserting the linear barrier,

$$\ln Y=\ln A-\frac{\phi_0}{kT}+\frac{(1-\beta)V}{kT}.$$

This is one straight line. Its slope gives the ideality factor $n=1/(1-\beta)$, and its intercept gives $\phi_0$ once $A$ is known.

At $V=0$ the quotient reads $0/0$, but it has a limit. For small $V$, $J\approx V\,(dJ/dV)_0$ and $1-e^{-V/kT}\approx V/kT$, so

$$Y(0)=kT\left(\frac{dJ}{dV}\right)_0=A e^{-\phi_0/kT}.$$

The zero-bias conductance thus supplies the missing point, and $\beta$ does not enter it.

## What the division does not do

For a general barrier, with $A$ independent of bias, differentiating $\ln Y$ gives

$$\frac{d\ln Y}{dV}=\frac{1}{kT}\left(1-\frac{d\phi}{dV}\right).$$

The slope is constant if and only if $d\phi/dV$ is constant. The division removes the return flow; the linear barrier makes the remainder straight. A curved barrier gives a curved plot.

Without the division, the logarithm of the bracket adds its own derivative:

$$\frac{d\ln|J|}{dV}=\frac{1}{kT}\left(1-\beta+\frac{1}{e^{V/kT}-1}\right).$$

At $V=3kT$ the last term is $1/(20.09-1)=0.052$. With $\beta=0.05$ it cancels the effect of the barrier almost completely, which explains the slope of $1.002/kT$ quoted at the start.

It may seem natural to put $n$ into the divisor as well, by writing $J=J_0(e^{V/nkT}-1)$ with constant $J_0$. The model gives instead, with $J_0=Ae^{-\phi_0/kT}$,

$$J=J_0\left(e^{(1-\beta)V/kT}-e^{-\beta V/kT}\right).$$

The second term is not constant, since the returning electrons also meet the moving barrier. Dividing $J$ by $1-e^{-(1-\beta)V/kT}$ produces a logarithm with slope

$$\frac{1}{kT}\left(1-\beta+\frac{1}{e^{V/kT}-1}-\frac{1-\beta}{e^{(1-\beta)V/kT}-1}\right).$$

Far in forward bias both fractions vanish and the slope is $(1-\beta)/kT$. Far in reverse the exponentials vanish, the fractions contribute $-1+(1-\beta)$, and the slope is $(1-2\beta)/kT$. One line has become two, joined by a gradual bend that spreads over several $kT$ on either side of zero.

## Why the factor outlives the simple barrier

The bracket does not depend on classical passage over a top. Suppose electrons cross elastically, with a transmission that at each energy is the same in both directions. A Fermi function with Fermi level $\mu$ obeys $f/(1-f)=e^{-(E-\mu)/kT}$. Hence

$$\frac{f_m(1-f_s)}{f_s(1-f_m)}=e^{-V/kT}.$$

Adding and subtracting $f_sf_m$,

$$f_s-f_m=f_s(1-f_m)-f_m(1-f_s)=f_s(1-f_m)\left(1-e^{-V/kT}\right).$$

The bracket is the same at every energy, so it comes outside the energy integral whatever the transmission. This covers tunnelling and degenerate electrons. The quotient $Y$ is then the outgoing flow into empty states, which need not be an exponential of $V$. The argument does need both sides to have the same temperature. With unequal temperatures a current can flow at $V=0$, and the quotient diverges there.

Scattering in the depletion layer also leaves the bracket intact. Let $x$ run from the barrier top into the semiconductor, and let $U(x)$ be the band edge relative to the top, with $U(0)=0$. For electron density $\rho$ and diffusion constant $D$, the flow toward the metal is

$$J=D\left(\frac{d\rho}{dx}+\frac{\rho}{kT}\frac{dU}{dx}\right)=D\,e^{-U/kT}\frac{d}{dx}\left(\rho\,e^{U/kT}\right).$$

Let $\rho_0=N_ce^{-\phi/kT}$ be the density at the top in equilibrium with the metal, where $N_c$ is the effective density of band states. At the bulk edge, $x=W$, the electrons are in equilibrium with the semiconductor Fermi level, so $\rho\,e^{U/kT}=\rho_0e^{V/kT}$. Multiplying the flow equation by $e^{U/kT}/D$ and integrating from $0$ to $W$,

$$\frac{J}{v_D}=\rho_0e^{V/kT}-\rho(0),\qquad \frac{1}{v_D}=\frac{1}{D}\int_0^W e^{U/kT}dx .$$

Emission at the top obeys $J/v_R=\rho(0)-\rho_0$, with $v_R=A/N_c$. Adding the two equations removes $\rho(0)$:

$$J=\frac{\rho_0\left(e^{V/kT}-1\right)}{1/v_R+1/v_D}=\frac{A\,e^{-(\phi-V)/kT}}{1+v_R/v_D}\left(1-e^{-V/kT}\right).$$

The semiconductor Fermi level is no longer flat, yet the bracket is unchanged. Scattering adds a prefactor that depends on bias through the field in the layer.

## An aluminium contact on silicon

Take rough values for aluminium on $n$-type silicon at 300 K: $\phi_0=0.70$ eV, $\beta=0.05$ and a Richardson constant of 110 A/(cm² K²). The thermal energy is 0.02585 eV. The prefactor is $110\times300^2=9.9\times10^6$ A/cm², so at zero bias

$$\ln Y(0)=\ln(9.9\times10^6)-\frac{0.70}{0.02585}=16.11-27.08=-10.97,$$

or $Y(0)=1.72\times10^{-5}$ A/cm². The currents below come from numerical quadrature of the wave-vector integral with full Fermi functions. Currents are in A/cm², and the last column is the logarithm of the number in the third.

| Bias (V) | $J$ | $Y$ | $\ln Y$ |
|---:|---:|---:|---:|
| −0.20 | $-2.53\times10^{-5}$ | $1.11\times10^{-8}$ | −18.319 |
| −0.10 | $-2.05\times10^{-5}$ | $4.37\times10^{-7}$ | −14.644 |
| −0.02 | $-9.64\times10^{-6}$ | $8.26\times10^{-6}$ | −11.704 |
| +0.02 | $1.93\times10^{-5}$ | $3.59\times10^{-5}$ | −10.234 |
| +0.10 | $6.65\times10^{-4}$ | $6.79\times10^{-4}$ | −7.294 |
| +0.20 | $2.68\times10^{-2}$ | $2.68\times10^{-2}$ | −3.620 |

At −0.10 V, for example, the bracket is $1-e^{3.868}=-46.9$, and $-2.05\times10^{-5}/(-46.9)=4.37\times10^{-7}$. Between the end points $\ln Y$ rises by 14.699 over 0.40 V, a slope of 36.75 per volt. Multiplying by 0.02585 V gives 0.950, hence $n=1/0.950=1.053$.

The reverse current does not saturate. Far in reverse it tends to $-J_0e^{-\beta V/kT}$, which grows slowly as the barrier falls. From −0.10 to −0.20 V this exponential grows by a factor 1.21, while the remaining factor in $|J|$, $1-e^{V/kT}$, rises from 0.979 to nearly 1, a factor of 1.02. The product, 1.24, is the ratio of the two tabulated currents.

With the divisor containing $n$, the same currents give slopes of $0.900/kT$ at −0.20 V and $0.950/kT$ at +0.20 V, as the two limits require.

## Reading the reverse branch with care

Far in reverse, $\ln Y\approx\ln|J|+V/kT$. Most of the slope there has been put in by the divisor, so an impressive straight line is weak evidence by itself. The measured information lies in the small difference from slope $1/kT$. It is better displayed by solving for the barrier:

$$\phi(V)=V-kT\ln\frac{Y(V)}{A}.$$

At −0.20 V this gives $-0.20+0.02585\,(16.11+18.32)=0.690$ eV, as $0.70-0.05\times0.20$ should.

An ohmic leak shows the danger. If a current proportional to $V$ dominates far in reverse, then $\ln Y$ has slope $(1-kT/|V|)/kT$. It imitates a barrier with $\beta=kT/|V|$, or 0.13 at −0.20 V. The imitation changes with bias, which the barrier plot reveals more readily than $\ln Y$.

A wrong temperature leaves another mark. Far forward the divisor is close to one and its temperature hardly matters. Far in reverse the divisor supplies the slope, so using 303 K for a diode at 300 K lowers that slope by about 1% of $1/kT$. The two branches then meet at an angle. Fitting one line to 40 points between −0.20 and +0.20 V, the slope changes by $-0.005/kT$ and the largest departure from the line is 0.017 in $\ln Y$. Close to zero bias a voltage offset $\delta$ matters more, since the bracket is nearly $V/kT$ and acquires a relative error $\delta/V$.

## What a real contact adds

A real aluminium-silicon contact depends on surface preparation and heat treatment, so 0.70 eV and $\beta=0.05$ indicate a regime, not a particular device. Take a uniform doping of $10^{16}$ cm⁻³, a relative permittivity of 11.7 and $N_c=2.8\times10^{19}$ cm⁻³. The semiconductor Fermi level lies $kT\ln(2800)=0.205$ eV below the bulk band edge, leaving a band bending $\psi=0.495$ eV at zero bias. With bias, $\psi$ is taken to change by $-V$, which neglects the small term $\beta V$. The depletion layer is 253 nm wide at zero bias. The slope changes and departures from a line below come from fits over the same 40 biases, with one effect added at a time.

The image force adds $-1/(4\epsilon_rx)$ to the energy $-Fx$ near the metal, where $F$ is the field strength times the elementary charge and $\epsilon_r$ the relative permittivity. The maximum lies at $x=1/(2\sqrt{\epsilon_rF})$, and the top falls by $\sqrt{F/\epsilon_r}$, here 0.022 eV at zero bias. A measured barrier already contains this amount. Since $F\propto\psi^{1/2}$, the lowering varies as $\psi^{1/4}$ and shrinks in forward bias. It changes the slope by $-0.011/kT$, and $\ln Y$ departs from a straight line by up to about 0.01.

Tunnelling just below the top can matter more than the low doping might suggest. A semiclassical estimate with a sharp parabolic barrier and silicon's light transverse mass, 0.19 electron masses, multiplies the zero-bias current by 1.6. At a depth $u$ below the top the transmission is $e^{-S}$, with

$$S\approx\frac{2u^{3/2}}{3E_{00}\sqrt{\psi}},\qquad E_{00}=\frac12\sqrt{\frac{N}{m\epsilon}} ,$$

where $N$ is the doping, $m$ is here the tunnelling mass of 0.19 and $\epsilon=\epsilon_r/4\pi$. This follows from $S=2\int_0^{u/F}\sqrt{2m(u-Fx)}\,dx=4\sqrt{2m}\,u^{3/2}/(3F)$ with the depletion-layer field $F=\sqrt{2N\psi/\epsilon}$. Here $E_{00}=0.00125$ eV and $S\approx3(u/kT)^{3/2}$. In this estimate electrons a few tenths of $kT$ below the top cross readily, and there are slightly more of them than at the top. The barrier read from the intercept would fall by 0.012 eV and the slope would change by $-0.009/kT$. The estimate gives the light mass to every valley; for a (100) surface two of the six tunnel with the heavy longitudinal mass, which reduces the factor to about 1.5. It also omits the rounding of the top and quantum reflection. The rounding is not a small correction, because the image lowering of 0.022 eV, or $0.85\,kT$, exceeds the depth at which these electrons cross. On the image-rounded barrier, counted from its lowered top and with the light mass, the same estimate gives a factor of about 1.2, a barrier shift of 0.005 eV and a slope change of about $-0.0045/kT$. Reflection lowers the current and can outweigh the gain from tunnelling, so the estimate does not fix even the sign of the net change in current.

If $\beta=0.05$ describes an interface effect alone, adding the image-force change lowers the slope from 0.95 to about $0.94/kT$, and $n$ rises from 1.05 to about 1.07. The sharp-top tunnelling estimate would take them to about $0.93/kT$ and 1.08, but the image force rounds the top; the rounded-top estimate gives about $0.934/kT$ and leaves $n$ near 1.07. In the drift-diffusion model with a mobility of 1200 cm²/(V s), depletion-layer scattering lowers the zero-bias current by about 5% but changes the slope by only $-0.001/kT$. This takes $v_R=A/N_c=2.2\times10^6$ cm/s from the Richardson constant of 110; the six-valley mass factor 2.05 derived below gives $v_R\approx5\times10^6$ cm/s, a reduction of about 10% and a slope change of $-0.003/kT$. These figures are formal: near the top the band edge falls by $kT$ within 10 nm, less than the electron mean free path of a few tens of nanometres, so the model is outside its range there.

Series resistance breaks the condition that $V$ is the junction voltage. For 0.02 Ω cm², the current at +0.20 V causes a drop of 0.54 mV and lowers $\ln Y$ by 0.02. The drop grows with the current, so it sets the upper end of the usable range.

The intercept has a separate weakness: it needs $A$. In silicon with a (100) surface, integrating over the transverse wave vectors of each valley gives a mass factor $\sqrt{m_xm_y}$. With a longitudinal mass of 0.92, the six valleys give $2(0.19)+4\sqrt{0.19\times0.92}=2.05$. The Richardson constant used here corresponds to 0.915. Adopting the larger factor raises the inferred barrier by $0.02585\ln(2.05/0.915)=0.021$ eV and leaves the slope untouched.

Many contacts also have a barrier that varies across their area. If the patches conduct independently, each current carries the same bracket, and the division still restores the total outgoing flow. That flow is a sum of exponentials. It gives one straight line if all patches share the same $\beta$; if they do not, the plot bends even though each patch has a linear barrier.

Numbers in the example were calculated in double precision.
